**Contact radius and loop size of a self-folded graphene sheet**

The program tests the result L = √(B/Γ), where B is the bending stiffness, Γ the adhesion energy per area of joined interface and L the radius of curvature of each layer at the contact line of a self-fold. It minimizes the fold energy directly over polynomial shapes and asserts that the contact radius, loop arc and energy agree with the derived formulas for three sets of parameters, one of them with a finite layer separation. It also asserts that bending and opening energies are equal at zero separation, and that a sheet peeling from a rigid support has contact radius L/√2. A discretized sheet with finite-range attraction must have a lower energy than the sharp-contact model, and a shorter range must bring the energy closer to that model. For B = 1.5 eV and Γ = 0.3 J/m² the output gives L = 0.895 nm. The full-loop arc is 5.42 nm at zero separation and 4.56 nm at a separation of 0.34 nm. The finite-range 10-4 potential lowers the fold energy by 9.3% relative to the sharp-contact model at the same separation.

## Check in Python

```python
"""
Result under test: a self-folded elastic sheet closes with radius of
curvature L = sqrt(B/G) in each layer.
B: bending stiffness (eV); G: adhesion per interface area (eV/nm^2).
theta(s): tangent angle; s: arc length from the fold tip (nm).
d: separation of adhered layers (nm); l: arc length of half the loop.
Energy per width relative to full adhesion:
U = integral B*(theta')^2 ds + G*l, with both layers included.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

stiffness = 1.5
adhesion_si = 0.3
adhesion = adhesion_si / const.e * 1e-18
spacing = 0.34
length = np.sqrt(stiffness * const.e / adhesion_si) * 1e9


def elastica_fold(B, G, d):
    """Quadrature of the first integral on the bulged branch."""
    scale = np.sqrt(B / G)

    def branch(alpha, start, kind):
        def integrand(u):
            psi = alpha - u*u
            k2 = (2*np.cos(alpha - u*u/2)*np.sin(u*u/2)
                  / np.sin(alpha))
            value = {"arc": 1.0, "height": -np.sin(psi),
                     "extent": np.cos(psi), "bend": k2}[kind]
            return value * 2*u / np.sqrt(k2)
        return quad(integrand, 0, np.sqrt(alpha-start),
                    epsabs=1e-10, epsrel=1e-10)[0]

    def total(alpha, kind):
        return (branch(alpha, -np.pi/2, kind)
                + branch(alpha, 0, kind))

    alpha = brentq(lambda a: total(a, "height") - d/(2*scale),
                   0.2, 1.3)
    widest = (branch(alpha, -np.pi/2, "height")
              - branch(alpha, 0, "height"))
    arc = scale * total(alpha, "arc")
    bend = B / scale * total(alpha, "bend")
    return {"alpha": alpha, "arc": arc, "bend": bend,
            "energy": bend + G*arc, "width": 2*scale*widest,
            "extent": scale*total(alpha, "extent"),
            "tip_radius": scale/np.sqrt(1 + 1/np.sin(alpha))}


n_basis = 12


def angle_basis(t):
    x = 2*np.atleast_1d(t) - 1
    t = (x + 1)/2
    p = leg.legvander(x, n_basis-1)
    dp = np.array([leg.legval(x, leg.legder(row))
                   for row in np.eye(n_basis)]).T
    bubble = (t*(1-t))[:, None]
    return bubble*p, (1-2*t)[:, None]*p + 2*bubble*dp


def minimized_fold(B, G, d):
    """Direct energy minimization without the first integral."""
    x, weight = leg.leggauss(48)
    t, weight = (x+1)/2, weight/2
    basis, slope_basis = angle_basis(t)

    def energy(p):
        slope = np.pi/2 + slope_basis @ p[1:]
        bend = weight @ slope**2
        grad = np.r_[-B*bend/p[0]**2 + G,
                     2*B/p[0]*(slope_basis.T @ (weight*slope))]
        return B*bend/p[0] + G*p[0], grad

    def angle(p):
        return np.pi/2*(1+t) + basis @ p[1:]

    def closure(p):
        return p[0]*(weight @ np.sin(angle(p))) - d/2

    def closure_grad(p):
        th = angle(p)
        return np.r_[weight @ np.sin(th),
                     p[0]*(basis.T @ (weight*np.cos(th)))]

    start = np.zeros(n_basis+1)
    start[:2] = [2.7, 4.0]
    fit = minimize(energy, start, jac=True, method="SLSQP",
                   bounds=[(0.3, 20)] + [(None, None)]*n_basis,
                   constraints={"type": "eq", "fun": closure,
                                "jac": closure_grad},
                   options={"ftol": 1e-13, "maxiter": 600})
    end_slope = np.pi/2 + (angle_basis(1.0)[1] @ fit.x[1:])[0]
    assert abs(closure(fit.x)) < 1e-6
    return {"arc": fit.x[0], "energy": fit.fun,
            "bend": fit.fun-G*fit.x[0],
            "curvature": end_slope/fit.x[0], "coef": fit.x[1:]}


cases = [(stiffness, adhesion, 0.0),
         (stiffness, adhesion, spacing),
         (2*stiffness, adhesion/2, 0.0)]
quadratures = [elastica_fold(*case) for case in cases]
minima = [minimized_fold(*case) for case in cases]
for case, exact, direct in zip(cases, quadratures, minima):
    expected_radius = np.sqrt(case[0]/case[1])
    assert abs(-1/direct["curvature"]/expected_radius - 1) < 2e-3
    assert abs(direct["arc"]/exact["arc"] - 1) < 1e-3
    assert abs(direct["energy"]/exact["energy"] - 1) < 1e-5
zero, finite = quadratures[:2]
# Equal bending and opening energies are special to zero separation.
assert abs(minima[0]["bend"]/(adhesion*minima[0]["arc"])-1) < 2e-3


def lifted_beam_energy(p, height=0.1):
    """Small-slope sheet lifted from a rigid support at one end."""
    contact_curvature, free_length = p
    cubic = ((height-contact_curvature*free_length**2/2)
             / free_length**3)
    x, w = leg.leggauss(5)
    position = free_length*(x+1)/2
    curvature = contact_curvature + 6*cubic*position
    return (stiffness/2*free_length/2*(w @ curvature**2)
            + adhesion*free_length)


peel = minimize(lifted_beam_energy, [1.0, 0.5],
                method="Nelder-Mead",
                options={"xatol": 1e-9, "fatol": 1e-13,
                         "maxiter": 2000})
peel_radius = 1/peel.x[0]
assert abs(peel_radius*np.sqrt(2)/length - 1) < 1e-4


def finite_range_fold(repulsive, attractive, n=320, half_length=8.0):
    """Discrete sheet with a Mie potential per interface area."""
    h = half_length/n
    s = (np.arange(n)+0.5)*h
    sharp = minima[1]
    t = np.minimum(s/sharp["arc"], 1)
    start = np.pi/2*(1+t) + angle_basis(t)[0] @ sharp["coef"]
    height = h*np.cumsum(np.sin(start))
    first = int(np.argmax(height))
    weight = np.full(n, h)
    weight[:first] = 0
    weight[-1] = h/2
    active = weight > 0
    m, q = repulsive, attractive
    cr, ca = q/(m-q), m/(m-q)
    difference = np.diff(np.eye(n), axis=0)
    bend_hess = 2*stiffness/h*(difference.T @ difference)
    bend_hess[0, 0] += 4*stiffness/h
    lower = np.tril(np.ones((n, n)))

    def gaps(th):
        return 2*h*np.cumsum(np.sin(th))

    def energy(th):
        g = gaps(th)[active]
        if g.min() < 0.5*spacing:
            return 1e6
        r = spacing/g
        potential = adhesion*(cr*r**m - ca*r**q)
        bend = (stiffness/h*np.sum(np.diff(th)**2)
                + 2*stiffness/h*(th[0]-np.pi/2)**2)
        return bend + weight[active] @ potential

    def derivatives(th):
        first_der, second_der = np.zeros(n), np.zeros(n)
        g = gaps(th)[active]
        r = spacing/g
        first_der[active] = adhesion/g*(-m*cr*r**m + q*ca*r**q)
        second_der[active] = adhesion/g**2*(
            m*(m+1)*cr*r**m - q*(q+1)*ca*r**q)
        return weight*first_der, weight*second_der

    def gradient(th):
        force, _ = derivatives(th)
        tail = np.cumsum(force[::-1])[::-1]
        grad = 2*h*np.cos(th)*tail
        grad[1:] += 2*stiffness/h*np.diff(th)
        grad[:-1] -= 2*stiffness/h*np.diff(th)
        grad[0] += 4*stiffness/h*(th[0]-np.pi/2)
        return grad

    def hessian(th):
        force, curvature = derivatives(th)
        tail = np.cumsum(force[::-1])[::-1]
        jac = lower*(2*h*np.cos(th))[None, :]
        return (bend_hess + jac.T @ (curvature[:, None]*jac)
                - np.diag(2*h*np.sin(th)*tail))

    fit = minimize(energy, start, jac=gradient, hess=hessian,
                   method="trust-exact",
                   options={"initial_trust_radius": 0.1,
                            "max_trust_radius": 0.3,
                            "gtol": 1e-6, "maxiter": 400})
    assert np.linalg.norm(gradient(fit.x)) < 1e-5
    return fit.fun + adhesion*half_length, gaps(fit.x).max()


range_energy, range_width = finite_range_fold(10, 4)
short_energy, short_width = finite_range_fold(40, 20)
# Attraction outside contact lowers energy; a shorter range does so less.
assert range_energy < finite["energy"]
assert (abs(short_energy-finite["energy"])
        < 0.7*abs(range_energy-finite["energy"]))

in_plane_stiffness = 340.0
bond = 0.142
temperature = 300.0
ribbon_width = 10.0
thermal_energy = const.k*temperature/const.e
closure_force = adhesion_si/(2*np.sin(finite["alpha"]))
strain = closure_force/in_plane_stiffness
angle_rms = np.sqrt(thermal_energy*finite["arc"]
                    / (stiffness*ribbon_width))
assert round(length, 1) == 0.9


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Bending stiffness B", stiffness, "eV")
show("Bending stiffness B", stiffness*const.e, "J")
show("Adhesion G", adhesion_si, "J/m^2")
show("Adhesion G", adhesion, "eV/nm^2")
show("B/G", stiffness/adhesion, "nm^2")
show("Elastoadhesive length L", length, "nm")
show("L for G = 0.2 J/m^2", length*np.sqrt(adhesion_si/0.2), "nm")
show("L for G = 0.4 J/m^2", length*np.sqrt(adhesion_si/0.4), "nm")
show("Contact radius from minimization, d=0",
     -1/minima[0]["curvature"], "nm")
show("Contact radius from minimization, finite d",
     -1/minima[1]["curvature"], "nm")
show("Rigid-support peel radius, minimized", peel_radius, "nm")
show("Layer separation d", spacing, "nm")
show("d/L", spacing/length, "(dimensionless)")
for name, fold in [("d=0", zero), ("finite d", finite)]:
    show(name+" alpha", fold["alpha"], "rad")
    show(name+" half-loop arc", fold["arc"], "nm")
    show(name+" full-loop arc", 2*fold["arc"], "nm")
    show(name+" full-loop arc/L", 2*fold["arc"]/length,
         "(dimensionless)")
    show(name+" maximum width", fold["width"], "nm")
    show(name+" tip-to-contact extent", fold["extent"], "nm")
    show(name+" tip radius", fold["tip_radius"], "nm")
    show(name+" bending energy", fold["bend"], "eV/nm")
    show(name+" total fold energy", fold["energy"], "eV/nm")
    show(name+" least flat-sheet length",
         2*fold["energy"]/adhesion, "nm")
show("10-4 potential fold energy", range_energy, "eV/nm")
show("10-4 energy change from sharp finite-d model",
     100*(range_energy/finite["energy"]-1), "%", 3)
show("10-4 maximum width", range_width, "nm")
show("10-4 width change from sharp finite-d model",
     100*(range_width/finite["width"]-1), "%", 3)
show("10-4 least flat-sheet length", 2*range_energy/adhesion, "nm")
show("40-20 potential fold energy", short_energy, "eV/nm")
show("Rough in-plane stiffness", in_plane_stiffness, "N/m")
show("Closure force per width", closure_force, "N/m")
show("Stretching strain scale", 100*strain, "%", 2)
show("Rough bond length", bond, "nm")
show("Bond length/tip radius, finite d",
     bond/finite["tip_radius"], "(dimensionless)", 2)
show("Temperature", temperature, "K")
show("Thermal energy", thermal_energy, "eV")
show("Ribbon width for thermal estimate", ribbon_width, "nm")
show("Thermal angle scale over half-loop", angle_rms, "rad", 2)
print("no test failed")
```

Running it gives:

```
Bending stiffness B: 1.5 eV
Bending stiffness B: 2.403e-19 J
Adhesion G: 0.3 J/m^2
Adhesion G: 1.872 eV/nm^2
B/G: 0.8011 nm^2
Elastoadhesive length L: 0.895 nm
L for G = 0.2 J/m^2: 1.096 nm
L for G = 0.4 J/m^2: 0.7751 nm
Contact radius from minimization, d=0: 0.895 nm
Contact radius from minimization, finite d: 0.895 nm
Rigid-support peel radius, minimized: 0.6329 nm
Layer separation d: 0.34 nm
d/L: 0.3799 (dimensionless)
d=0 alpha: 0.4807 rad
d=0 half-loop arc: 2.71 nm
d=0 full-loop arc: 5.42 nm
d=0 full-loop arc/L: 6.055 (dimensionless)
d=0 maximum width: 1.107 nm
d=0 tip-to-contact extent: 2.3 nm
d=0 tip radius: 0.5033 nm
d=0 bending energy: 5.074 eV/nm
d=0 total fold energy: 10.15 eV/nm
d=0 least flat-sheet length: 10.84 nm
finite d alpha: 0.3809 rad
finite d half-loop arc: 2.278 nm
finite d full-loop arc: 4.556 nm
finite d full-loop arc/L: 5.09 (dimensionless)
finite d maximum width: 1.034 nm
finite d tip-to-contact extent: 1.944 nm
finite d tip radius: 0.4659 nm
finite d bending energy: 5.122 eV/nm
finite d total fold energy: 9.387 eV/nm
finite d least flat-sheet length: 10.03 nm
10-4 potential fold energy: 8.516 eV/nm
10-4 energy change from sharp finite-d model: -9.28 %
10-4 maximum width: 1.019 nm
10-4 width change from sharp finite-d model: -1.44 %
10-4 least flat-sheet length: 9.096 nm
40-20 potential fold energy: 9.054 eV/nm
Rough in-plane stiffness: 340 N/m
Closure force per width: 0.4035 N/m
Stretching strain scale: 0.12 %
Rough bond length: 0.142 nm
Bond length/tip radius, finite d: 0.3 (dimensionless)
Temperature: 300 K
Thermal energy: 0.02585 eV
Ribbon width for thermal estimate: 10 nm
Thermal angle scale over half-loop: 0.063 rad
no test failed
```
